# Hydrogen fugacity and Sieverts solubility at high pressure

## Problem

Hydrogen gas at 300 K and 1000 bar is described by the covolume equation of state

$$
p(V-b)=RT,\qquad b=15.84\ \text{cm}^3/\text{mol},
$$

where $V$ is the volume per mole of H$_2$. A metal in contact with the gas dissolves hydrogen as single atoms, and the dissolved hydrogen is dilute.

(a) By what percentage does the nonideality of the gas change the equilibrium solubility? Compare with an ideal gas at the same temperature and pressure, with the same mechanical stress in the metal.

(b) A 10 µm foil of austenitic stainless steel is fully immersed in this gas. How much hydrogen does it hold at equilibrium, and how long does it take to approach that state?

## A tempting solution to part (a)

Sieverts' law says that the solubility is proportional to the square root of the pressure. For a nonideal gas the pressure must be replaced by an effective pressure, the fugacity $f$. The usual measure of nonideality is the compressibility factor

$$
Z=\frac{pV}{RT}.
$$

The equation of state gives $V=RT/p+b$, so

$$
Z=1+\frac{pb}{RT}.
$$

With $pb=(10^8\ \text{Pa})(15.84\times10^{-6}\ \text{m}^3/\text{mol})=1584$ J/mol and $RT=2494.3$ J/mol, this is $Z=1.635$. Setting $f=Zp$, one finds that the solubility is multiplied by $\sqrt{1.635}=1.279$, a rise of 27.9 percent.

## Where it fails

The equation of state, the value of $Z$ and the square root are all correct. The fault is the step $f=Zp$. Fugacity is defined through the chemical potential $\mu$ of the gas, not through its volume at one pressure. At fixed temperature,

$$
d\mu=V\,dp,\qquad d\mu=RT\,d\ln f,\qquad \frac{f}{p}\to1\ \text{ as }\ p\to0 .
$$

The first relation is thermodynamics. The other two define $f$, so that an ideal gas has $f=p$. Together they require

$$
V=RT\,\frac{d\ln f}{dp}.
$$

Test the guess against this condition. If $f=Zp$, then $\ln f=\ln p+\ln(1+pb/RT)$, and

$$
RT\,\frac{d\ln f}{dp}
=RT\left[\frac1p+\frac{b/RT}{1+pb/RT}\right]
=\frac{RT}{p}+\frac{b}{Z}.
$$

The equation of state demands $RT/p+b$. The guess therefore replaces the excess volume $b$ by $b/Z$, which at 1000 bar is $15.84/1.635=9.69$ cm³/mol. It has the correct limit at low pressure, where $Z\to1$, but it underestimates $\int V\,dp$, and hence the rise in chemical potential, at every higher pressure.

## Correct solution to part (a)

**Fugacity of the gas.** Subtract $d\ln p=dp/p$ from $d\ln f=V\,dp/(RT)$ and integrate from zero pressure, where $\ln(f/p)=0$. With $\phi=f/p$,

$$
\ln\phi=\int_0^p\left[\frac{V(p')}{RT}-\frac1{p'}\right]dp'.
$$

Inserting $V(p')=RT/p'+b$ cancels the two terms in $1/p'$:

$$
\ln\phi=\int_0^p\frac{b}{RT}\,dp'=\frac{pb}{RT},
\qquad
f=p\,\exp\!\left(\frac{pb}{RT}\right).
$$

Since $pb/RT=Z-1$ for this gas, $\phi=e^{Z-1}$. This exceeds $Z$ whenever $Z>1$, because $e^x>1+x$ for $x>0$.

**Hydrogen in the metal.** Let $\theta$ be the fraction of interstitial sites that are filled, with at most one atom per site and no interaction between atoms. Placing $N$ atoms on $N_s$ sites can be done in $N_s!/[N!(N_s-N)!]$ ways. Stirling's formula turns the logarithm of this number into an entropy, and the free energy per mole of sites in an unstressed metal becomes

$$
G=\theta g_0+RT\left[\theta\ln\theta+(1-\theta)\ln(1-\theta)\right].
$$

Here $g_0$ is the free energy per mole of dissolved atoms apart from the choice of sites. Differentiation gives

$$
\frac{dG}{d\theta}=g_0+RT\left[\ln\theta+1-\ln(1-\theta)-1\right]
=g_0+RT\ln\frac{\theta}{1-\theta}.
$$

Dissolved hydrogen also expands the metal by its partial molar volume $v_H$. Let $\sigma$ be the mean normal stress, positive in tension. Under a uniform pressure $-\sigma$, adding one mole of H does work $-\sigma v_H$ on the surroundings, and this adds to the chemical potential:

$$
\mu_H=g_0+RT\ln\frac{\theta}{1-\theta}-\sigma v_H .
$$

The same term holds for a general stress if the expansion is equal in all directions. I take $v_H$ to be constant.

**Equilibrium.** The reaction is $\tfrac12\text{H}_2\rightleftharpoons\text{H(dissolved)}$, so $\mu_H=\tfrac12\mu_{H_2}$. The gas has $\mu_{H_2}=\mu^\circ+RT\ln(f/p^\circ)$, with $p^\circ$ a reference pressure. Therefore

$$
\ln\frac{\theta}{1-\theta}
=\frac{\mu^\circ/2-g_0}{RT}+\frac12\ln\frac{f}{p^\circ}+\frac{\sigma v_H}{RT}.
$$

Exponentiating, and collecting the constants into $K_s=(p^\circ)^{-1/2}\exp[(\mu^\circ/2-g_0)/RT]$,

$$
\frac{\theta}{1-\theta}=K_s\sqrt f\,\exp\!\left(\frac{\sigma v_H}{RT}\right).
$$

The square root comes from the factor $\tfrac12$: one molecule supplies two atoms. For $\theta\ll1$ the left side is $\theta$. Multiplying by the number of moles of sites per volume, $n_s$, gives the concentration of H atoms,

$$
c=K\sqrt f\,\exp\!\left(\frac{\sigma v_H}{RT}\right),\qquad K=n_sK_s .
$$

**The ratio.** An ideal gas at the same pressure has $f=p$. At equal $T$, $p$ and $\sigma$, both $K$ and the stress factor cancel:

$$
\boxed{\frac{c_{\rm real}}{c_{\rm ideal}}=\sqrt\phi=\exp\!\left(\frac{pb}{2RT}\right)}
$$

For the given numbers,

$$
\ln\phi=\frac{1584}{2494.3}=0.635,\qquad \phi=1.887,\qquad \sqrt\phi=1.374 .
$$

Gas nonideality raises the solubility by about **37 percent**. The fugacity is 1887 bar: an ideal gas would need that pressure to have the same chemical potential as the real gas at 1000 bar.

## Reading the result

The covolume represents repulsion between molecules. At 1000 bar the ideal molar volume is 24.94 cm³/mol and the real one is 40.78 cm³/mol. At every pressure the real gas has the larger molar volume, so by $d\mu=V\,dp$ its chemical potential rises faster with pressure. Its molecules therefore have a stronger tendency to enter the metal. The solubility rises although the real gas is less dense than the ideal gas at the same pressure.

Write $x=pb/RT$. For small $x$,

$$
\sqrt\phi=e^{x/2}=1+\frac x2+\frac{x^2}{8}+\dots,
\qquad
\sqrt Z=\sqrt{1+x}=1+\frac x2-\frac{x^2}{8}+\dots
$$

The two agree to first order and separate by $x^2/4$ at second order. With $x=0.635$ this is 0.10, close to the actual difference $1.374-1.279=0.095$. The linear estimate $1+x/2$ gives a rise of 31.8 percent, also too small here. At 300 K the full formula gives rises of 3.2 percent at 100 bar, 11.8 percent at 350 bar and 24.9 percent at 700 bar.

The dilute limit matters too. Put $y=K_s\sqrt f\exp(\sigma v_H/RT)$, so that $\theta=y/(1+y)$. Without the dilute approximation,

$$
\frac{\theta_{\rm real}}{\theta_{\rm ideal}}
=\sqrt\phi\;\frac{1+y_{\rm ideal}}{1+y_{\rm real}} .
$$

Since $y_{\rm real}>y_{\rm ideal}$, site filling lowers the ratio. If nearly all sites are full in both cases, the ratio tends to 1, because a higher fugacity finds no more room.

## How far to trust a constant covolume

The covolume equation has no explicit attraction between molecules, and its $b$ does not vary with temperature. A separate estimate can start from a pair potential,

$$
u(r)=4\epsilon\left[(s/r)^{12}-(s/r)^6\right],
$$

with the model inputs set to $s=0.293$ nm and $\epsilon/k_B=37$ K, a choice meant to represent hydrogen only roughly. Two integrals characterize the gas, the second virial coefficient $B_2$ and an effective hard-sphere diameter $d$:

$$
B_2=-2\pi N_A\int_0^\infty\left(e^{-u/k_BT}-1\right)r^2dr,
\qquad
d=\int_0^s\left(1-e^{-u/k_BT}\right)dr .
$$

With molar density $n=1/V$, $B_h=2\pi N_Ad^3/3$ and $\eta=B_hn/4$, the Carnahan-Starling equation plus a mean-field attraction reads

$$
Z=\frac{1+\eta+\eta^2-\eta^3}{(1-\eta)^3}-(B_h-B_2)n .
$$

The hard-sphere term begins as $1+4\eta=1+B_hn$, so the sum begins as $1+B_2n$, as it must.

To obtain $\phi$ from $Z(n)$, write the earlier integral as $\ln\phi=\int(Z-1)\,dp/p$. At fixed $T$, $p=nRTZ$ gives $dp/p=dn/n+dZ/Z$. Since $Z=1$ at zero density,

$$
\ln\phi=\int_0^n\frac{Z(n')-1}{n'}\,dn'+Z-1-\ln Z .
$$

For the covolume gas, $Z=1/(1-bn)$; the integral is then $-\ln(1-bn)=\ln Z$, and $\ln\phi=Z-1$ as before.

At 300 K and 1000 bar the pair model gives $Z=1.618$ and a solubility rise of 34.7 percent, against 37.4 percent for constant $b$. At 250 K the two rises are 40.7 and 46.4 percent; at 350 K they are 30.1 and 31.3 percent. The pair model is classical and approximate, so it is not a reference standard, and most of this spread is its own error. Hydrogen is light: adding the leading quantum (Feynman-Hibbs) correction to $u(r)$ moves the pair-model rises to 44.6, 37.2 and 31.9 percent at 250, 300 and 350 K, a shift of about 2 to 4 points. The reference correlation for hydrogen of Lemmon, Huber and Leachman gives 44.4, 36.9 and 31.5 percent. At 1000 bar, constant $b$ is thus within about half a point at 300 and 350 K and about 2 points too high at 250 K, so more caution is needed when the same $b$ is carried to lower temperature.

## Solution to part (b)

For annealed austenitic stainless steel I use rough typical values. The Sieverts constant has a prefactor of 270 mol H/(m³ MPa$^{1/2}$) and a heat of solution of 6.0 kJ/mol. The metal has a molar volume of 7.1 cm³/mol and one interstitial site per metal atom, and $v_H=2.0$ cm³/mol. Then

$$
K=270\,\exp\!\left(-\frac{6000}{2494.3}\right)
=24.36\ \frac{\text{mol H}}{\text{m}^3\,\text{MPa}^{1/2}} .
$$

Since 1000 bar is 100 MPa, the ideal-gas solubility before any stress correction is $24.36\sqrt{100}=243.6$ mol H/m³. Gas nonideality raises it to $243.6\times1.3737=334.6$ mol H/m³.

The immersed foil is under the gas pressure from all sides, so $\sigma=-p$. The stress factor is

$$
\exp\!\left(-\frac{pv_H}{RT}\right)
=\exp\!\left(-\frac{200}{2494.3}\right)=0.923 ,
$$

where 200 J/mol is $pv_H$. The foil therefore holds about **310 mol H/m³**, or roughly 2200 H atoms per million sites. At this filling the full site-filling formula changes the gas-nonideality rise from 37.4 to 37.3 percent, so the dilute approximation is sound within the model.

Relative to the low-pressure law $K\sqrt p$ extended to 1000 bar, the net rise is $1.3737\times0.9229-1$, or 26.8 percent. This lies close to the 27.9 percent of the tempting solution, but the agreement is accidental: $\sqrt Z$ contains nothing about the metal. With $\sigma=0$ the net rise would be 37 percent. With a mean tension of 200 MPa the stress factor would be 1.174, and the net rise $1.374\times1.174-1$, about 61 percent. A pressure-vessel wall thus needs its local mean stress, not the value for an immersed foil. The 200 MPa is only an illustration, beyond the elastic range of a plain wall of annealed steel. In a closed cylinder holding 1000 bar it comes with a von Mises stress of about 520 MPa at the bore. A yield stress of 205 to 300 MPa limits the elastic mean tension to about 20 to 70 MPa, a net rise of about 39 to 46 percent.

**Time to equilibrium.** Suppose both faces of a foil of thickness $L$ are held at the equilibrium concentration $c_{\rm eq}$, and the diffusivity $D$ is constant. The difference $w=c-c_{\rm eq}$ obeys $\partial w/\partial t=D\,\partial^2w/\partial z^2$ and vanishes at $z=0$ and $z=L$. The slowest mode is $w\propto\sin(\pi z/L)\,e^{-t/\tau}$. Substitution gives $-1/\tau=-D\pi^2/L^2$, hence

$$
\tau=\frac{L^2}{\pi^2D}.
$$

With a rough prefactor of $9.0\times10^{-3}$ cm²/s and a barrier of 54 kJ/mol,

$$
D=9.0\times10^{-3}\exp\!\left(-\frac{54000}{2494.3}\right)
=3.6\times10^{-12}\ \text{cm}^2/\text{s}.
$$

For $L=10$ µm this gives $\tau\approx$ **8 h**. In each further interval $\tau$ the remaining difference in this mode falls by a factor $e$. A foil that starts empty holds on average about 70 percent of its equilibrium content after $\tau$ and 96 percent after $3\tau$, about one day. Desorption has the same $\tau$ if the faces are instead held at zero concentration.

## Comparison with real components

The steel values above are rough ones for annealed material. Such values are mostly measured well above room temperature, so their use at 300 K is an extrapolation. A change of 2 kJ/mol in the diffusion barrier alone changes $\tau$ by a factor of 2.2, and the same change in the heat of solution changes the 310 mol H/m³ by the same factor. In a thick part the assumption of equilibrium can fail. Since $\tau$ grows as $L^2$, a 1 mm sheet has $\tau\approx9$ years at 300 K, so after days of exposure its average hydrogen content lies far below the equilibrium value. A surface oxide can slow uptake further. If it passes some hydrogen and does not otherwise change the metal, it leaves the equilibrium solubility unchanged, because that is fixed by equal chemical potentials in gas and metal. Trapping at defects and interactions between dissolved atoms are left out; their effect has not been estimated here. The numerical output below lists the values used.

## Computed values

```
Temperature: 300 K
Gas pressure: 1000 bar
Covolume b: 15.84 cm3/mol
RT: 2494.3 J/mol
p b: 1584.0 J/mol
Ideal molar volume RT/p: 24.94 cm3/mol
Real molar volume: 40.78 cm3/mol
Compressibility factor Z: 1.6350 (no unit)
ln phi = p b/(RT): 0.6350 (no unit)
Fugacity coefficient phi: 1.8871 (no unit)
Fugacity: 1887 bar
Solubility ratio sqrt(phi): 1.3737 (no unit)
Solubility rise: 37.4 percent
Linear estimate of rise: 31.8 percent
Rise if sqrt(Z) is wrongly used: 27.9 percent
Rise at 100 bar, 300 K: 3.2 percent
Rise at 350 bar, 300 K: 11.8 percent
Rise at 700 bar, 300 K: 24.9 percent
Steel solubility prefactor: 270 mol H/(m3 MPa^0.5)
Steel heat of solution: 6.0 kJ/mol H
Sieverts constant at 300 K: 24.36 mol H/(m3 MPa^0.5)
Metal molar volume: 7.1 cm3/mol
Dissolved-H molar volume: 2.0 cm3/mol
Ideal-gas solubility, no lattice work: 243.6 mol H/m3
Real-gas solubility, no lattice work: 334.6 mol H/m3
Lattice compression factor: 0.9229 (no unit)
Real-gas solubility, immersed foil: 308.9 mol H/m3
Net rise above low-pressure law: 26.8 percent
Mean tension considered: 200 MPa
Factor from that tension: 1.1739 (no unit)
Site filling, immersed foil: 2188 H per million sites
Rise with site filling included: 37.29 percent
Pair-potential diameter: 0.293 nm
Pair-potential well depth / k_B: 37 K
Pair-model second virial at 300 K: 13.22 cm3/mol
Pair-model Z at 300 K, 1000 bar: 1.618 (no unit)
Rise at 250 K, 1000 bar, constant b: 46.4 percent
Rise at 250 K, 1000 bar, pair model: 40.7 percent
Rise at 300 K, 1000 bar, constant b: 37.4 percent
Rise at 300 K, 1000 bar, pair model: 34.7 percent
Rise at 350 K, 1000 bar, constant b: 31.3 percent
Rise at 350 K, 1000 bar, pair model: 30.1 percent
Diffusion prefactor: 9.0e-03 cm2/s
Diffusion barrier: 54 kJ/mol
Diffusivity at 300 K: 3.57e-12 cm2/s
Foil thickness: 10 um
Foil relaxation time: 7.9 h
Sheet thickness: 1 mm
Sheet relaxation time: 9.0 years
```
